\section*{Entropy cap from raising soft vibrational modes to 100 per cm}

\section{The problem}

The vibrational part of the entropy of a gas-phase molecule can be computed from harmonic frequencies. Large, floppy precursor molecules can have several very soft modes, each of which contributes more entropy than a stiff one. One remedy for their uncertain contribution is to replace every real vibrational wavenumber below 100 cm$^{-1}$ by 100 cm$^{-1}$ when the entropy is evaluated.

Let $w$ be the wavenumber of one non-degenerate mode and $T$ the temperature. The replacement is
\begin{equation}
w\;\longrightarrow\;\max(w,w_0),\qquad w_0=100\ \mathrm{cm^{-1}} .
\label{eq:reset}
\end{equation}
It is applied to the entropy alone; the zero-point and thermal energies keep the computed wavenumbers. Imaginary frequencies, which belong to saddle points, are outside the rule. A doubly degenerate mode counts as two modes.

\begin{enumerate}
\item[(a)] Estimate the entropy of a mode at $w_0$ and 298.15 K from the number of levels that are thermally accessible.
\item[(b)] Derive the exact harmonic entropy, and show that the replacement caps the entropy of each mode at about 14.5 J/mol/K.
\item[(c)] Explain how good the estimate is, and why a cap is wanted at all.
\item[(d)] A silver precursor molecule loses a phosphine ligand in the gas phase. The complex has soft modes at 20, 35, 50, 70 and 90 cm$^{-1}$; the two fragments together have soft modes at 45 and 80 cm$^{-1}$. By how much does the replacement change the reaction free energy and the equilibrium constant?
\end{enumerate}

\section{A first estimate by scaling}

The levels of a harmonic mode are equally spaced by $hcw$, where $h$ is Planck's constant and $c$ the speed of light. The thermal energy is $k_BT$, with $k_B$ Boltzmann's constant. The entropy can depend on these energies through their ratio alone, so we define
\begin{equation}
x=\frac{hcw}{k_BT}.
\label{eq:x}
\end{equation}
About $1/x$ excited levels lie within $k_BT$ of the ground level. If that number is large, the molar entropy should grow as $R\ln(1/x)$, with $R$ the gas constant, plus a constant of order $R$.

The constant follows from treating the quantum number $n$ as continuous. The Boltzmann distribution is then the density $p(n)=x\,e^{-nx}$ for $n\ge 0$, which integrates to one. Its logarithm is $\ln p=\ln x-nx$, and the mean of $n$ is
\begin{equation}
\int_0^\infty n\,x\,e^{-nx}\,dn=\frac1x .
\end{equation}
The mean of $nx$ is therefore 1, and
\begin{equation}
S_{\mathrm{est}}=-R\int_0^\infty p\ln p\,dn=R\,(1-\ln x).
\label{eq:est}
\end{equation}

At 298.15 K, $k_BT/(hc)=207.22$ cm$^{-1}$. For $w_0$ this gives $1/x=2.0722$, so that
\begin{equation}
S_{\mathrm{est}}=8.3145\,(1+\ln 2.0722)=8.3145\times1.7286=14.37\ \mathrm{J/mol/K}.
\end{equation}
Only two excited levels lie within $k_BT$ of the ground level, so a continuous $n$ is a doubtful assumption here. The exact sum over levels must decide whether the estimate can be trusted.

\section{The exact solution}

\subsection{Populations and entropy}

The levels are $E_n=(n+\tfrac12)hcw$ with $n=0,1,2,\dots$. The zero-point energy gives the same factor $e^{-x/2}$ in every Boltzmann weight and cancels from the populations. Since $0<e^{-x}<1$, the remaining sum is a convergent geometric series,
\begin{equation}
\sum_{n=0}^{\infty}e^{-nx}=\frac{1}{1-e^{-x}},
\label{eq:geom}
\end{equation}
and the normalized populations are
\begin{equation}
p_n=(1-e^{-x})\,e^{-nx}.
\end{equation}
The molar entropy is $S=-R\sum_n p_n\ln p_n$. Inserting $\ln p_n=\ln(1-e^{-x})-nx$ and using $\sum_n p_n=1$ gives
\begin{equation}
S=-R\ln(1-e^{-x})+R\,x\,\langle n\rangle .
\label{eq:Smean}
\end{equation}

The mean quantum number comes from differentiating \eqref{eq:geom} with respect to $x$ and changing the sign:
\begin{equation}
\sum_{n=0}^{\infty}n\,e^{-nx}=\frac{e^{-x}}{(1-e^{-x})^2}.
\end{equation}
Multiplication by $1-e^{-x}$ gives
\begin{equation}
\langle n\rangle=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1},
\end{equation}
and hence
\begin{equation}
S(w)=R\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right].
\label{eq:S}
\end{equation}

\subsection{Why the replacement is a cap}

A cap requires that a stiffer mode have less entropy. We differentiate the two terms of \eqref{eq:S} separately:
\begin{align}
\frac{d}{dx}\,\frac{x}{e^x-1}&=\frac{1}{e^x-1}-\frac{x\,e^x}{(e^x-1)^2},\\
\frac{d}{dx}\left[-\ln(1-e^{-x})\right]&=-\frac{e^{-x}}{1-e^{-x}}=-\frac{1}{e^x-1}.
\end{align}
The terms $\pm1/(e^x-1)$ cancel in the sum, leaving
\begin{equation}
\frac{dS}{dx}=-R\,\frac{x\,e^x}{(e^x-1)^2}<0\qquad(x>0).
\label{eq:slope}
\end{equation}
At fixed $T$, $x$ is proportional to $w$, so $S$ falls strictly as $w$ rises.

Two cases follow. A mode with $w<w_0$ is moved to $w_0$ and receives the entropy $S(w_0)$, whatever its original wavenumber. A mode with $w\ge w_0$ is left alone and has $S(w)\le S(w_0)$. After the replacement no mode exceeds $S(w_0)$, and $N$ modes together cannot exceed $N\,S(w_0)$.

\subsection{The value of the cap}

At 298.15 K and 100 cm$^{-1}$,
\begin{equation}
x=\frac{100}{207.22}=0.48257,\qquad e^x=1.62023 .
\end{equation}
The two terms in \eqref{eq:S} are
\begin{align}
\frac{x}{e^x-1}&=\frac{0.48257}{0.62023}=0.77805,\\
-\ln(1-e^{-x})&=0.96023 .
\end{align}
Their sum is 1.73828, and therefore
\begin{equation}
S(w_0)=8.3145\times1.73828=14.453\ \mathrm{J/mol/K},
\end{equation}
which is the stated 14.5 J/mol/K after rounding. A direct sum of $-R\,p_n\ln p_n$ over the levels agrees with \eqref{eq:S} to within $10^{-7}$ J/mol/K at 5, 20, 100, 700 and 3000 cm$^{-1}$.

The value belongs to its temperature and its cutoff. At 400 K the same cutoff gives a cap of 16.86 J/mol/K, because more levels are accessible. At 298.15 K a cutoff of 50 cm$^{-1}$ would give 20.16 J/mol/K, and one of 150 cm$^{-1}$ would give 11.18 J/mol/K.

\section{Comparison of the two}

\subsection{The correction to the estimate}

The estimate of 14.37 J/mol/K is only 0.08 J/mol/K below the exact value. To see why, we expand \eqref{eq:S} for small $x$. The first term can be written as
\begin{equation}
\frac{x}{e^x-1}=-\frac{x}{2}+\frac{x}{2}\coth\frac{x}{2}
=-\frac{x}{2}+1+\frac{x^2}{12}+O(x^4),
\end{equation}
where we used $y\coth y=1+y^2/3+O(y^4)$ with $y=x/2$. For the second term, $1-e^{-x}=2e^{-x/2}\sinh(x/2)$ and $\sinh y=y\,(1+y^2/6+\dots)$ give
\begin{equation}
-\ln(1-e^{-x})=\frac{x}{2}-\ln x-\frac{x^2}{24}+O(x^4).
\end{equation}
In the sum the terms linear in $x$ cancel:
\begin{equation}
S=R\left[1-\ln x+\frac{x^2}{24}+O(x^4)\right].
\label{eq:series}
\end{equation}

The first two terms are the estimate \eqref{eq:est}. The discreteness of the levels enters only at second order, and with the small coefficient $1/24$. At the cutoff this correction is $8.3145\times0.48257^2/24=0.08$ J/mol/K, which accounts for the difference. With it, the bracket in \eqref{eq:series} is 1.73834, against the exact 1.73828. The estimate thus works with only two excited levels within $k_BT$ because the first-order errors of its two parts cancel.

In the opposite limit, $x\gg1$, the estimate fails. There $1/(e^x-1)\approx e^{-x}$ and $-\ln(1-e^{-x})\approx e^{-x}$, so that
\begin{equation}
S\approx R\,(1+x)\,e^{-x}.
\end{equation}
A stiff mode is frozen in its ground level and has almost no entropy, whereas $R(1-\ln x)$ would become negative for $x>e$.

\subsection{Why a cap is wanted}

Equation \eqref{eq:series} shows the difficulty with soft modes: as $w\to0$, the entropy grows without limit. Without the replacement, a mode at 10 cm$^{-1}$ has 33.52 J/mol/K and one at 1 cm$^{-1}$ has 52.66 J/mol/K. The growth is logarithmic, but a real internal motion has a bounded range, and its entropy does not diverge when its restoring force vanishes. The divergence comes from extending the parabola to unlimited displacements.

The numerical sensitivity is a separate problem. To leading order, a small change $\delta w$ changes the entropy by
\begin{equation}
\delta S=-R\,\frac{\delta w}{w}.
\end{equation}
The wavenumber is proportional to the square root of the curvature $\kappa$ of the potential, so $\delta w/w=\delta\kappa/(2\kappa)$. A given absolute error in curvature therefore does most harm where the curvature is small. If a soft wavenumber comes out too low by a factor of two, the entropy is too high by nearly $R\ln2=5.763$ J/mol/K. At 298.15 K this is 1.7 kJ/mol in the free energy, from one mode.

For modes whose computed wavenumbers stay real, the replacement removes this sensitivity below the cutoff. It does not help if a small error in curvature makes a soft mode imaginary: the mode is then outside the rule, and leaving it out would lower the entropy by the whole cap, 14.45 J/mol/K at 298.15 K. Such a mode must be examined separately. The replacement works by discarding the information in the soft wavenumbers: modes at 20 and 90 cm$^{-1}$ become indistinguishable in entropy. The cap is a convention that makes the entropy of real soft modes insensitive to their exact wavenumbers, and its derivation does not make it the true entropy of a soft motion.

\section{Loss of a ligand from a silver precursor}

\subsection{Change in the reaction entropy}

The reaction entropy is that of the products minus that of the reactant. The replacement lowers the entropy of each soft mode by $S(w)-S(w_0)$. Lowering the entropy of the reactant raises the reaction entropy; lowering that of the products reduces it. The net change is
\begin{equation}
D=\sum_{\mathrm{complex}}[S(w)-S(w_0)]-\sum_{\mathrm{fragments}}[S(w)-S(w_0)],
\label{eq:D}
\end{equation}
with the sums over modes below $w_0$. Stiffer modes, translations and overall rotations are not altered and drop out of $D$, although they matter for the reaction entropy itself.

At 298.15 K the five modes of the complex have 27.76, 23.11, 20.16, 17.38 and 15.31 J/mol/K, in order of rising wavenumber. Their sum exceeds five caps by 31.45 J/mol/K. The two fragment modes have 21.03 and 16.28 J/mol/K and exceed two caps by 8.40 J/mol/K. Hence
\begin{equation}
D=31.45-8.40=23.05\ \mathrm{J/mol/K}.
\end{equation}
With the reaction energy held fixed, the free energy changes by
\begin{equation}
-TD=-298.15\times0.02305=-6.87\ \mathrm{kJ/mol},
\end{equation}
and the equilibrium constant $K=e^{-\Delta G^\circ/RT}$, where $\Delta G^\circ$ is the standard reaction free energy, is multiplied by
\begin{equation}
e^{D/R}=e^{23.05/8.3145}=16.0 .
\end{equation}
The replacement makes dissociation look easier here, because the soft modes of the complex are both more numerous and softer than those of the fragments, and so lose more entropy. The number of soft modes alone does not fix the sign: five modes at 90 cm$^{-1}$ against the same two fragment modes would give $D=-4.1$ J/mol/K. If both sides had the same soft wavenumbers, $D$ would vanish.

\subsection{The factor by scaling}

The scaling form also predicts this factor. From \eqref{eq:est}, $S(w)-S(w_0)\approx R\ln(w_0/w)$, so
\begin{equation}
e^{D/R}\approx\frac{\prod_{\mathrm{complex}}(w_0/w)}{\prod_{\mathrm{fragments}}(w_0/w)}=\frac{45.35}{2.778}=16.33 .
\end{equation}
This is 2\% above the exact factor, and it does not depend on temperature. The leading correction to its logarithm is a sum of terms in $x^2$, which fall as $1/T^2$. At 400 K the exact factor is accordingly closer to the scaling value, at 16.14. The free energy change there is larger, $-9.25$ kJ/mol, mainly because $D$ is multiplied by a higher temperature.

\subsection{Cutoff and energy}

The cutoff matters more. With 50 cm$^{-1}$ in place of 100 cm$^{-1}$, only the modes at 20, 35 and 45 cm$^{-1}$ are moved, and the cap is 20.16 J/mol/K. Then
\begin{equation}
D=(27.76+23.11-2\times20.16)-(21.03-20.16)=9.68\ \mathrm{J/mol/K},
\end{equation}
and the free energy change at 298.15 K is $-2.9$ kJ/mol instead of $-6.87$ kJ/mol. Free energies obtained with different cutoffs should not be compared with each other.

Applying the replacement to the energy as well would matter little. The zero-point plus thermal energy of a mode is
\begin{equation}
U=RT\,\frac{x}{2}\coth\frac{x}{2}=RT\left[1+\frac{x^2}{12}+O(x^4)\right].
\end{equation}
Its leading term is the equipartition value, which does not contain $w$. The reaction energy would change by $-0.10$ kJ/mol at 298.15 K, small beside the entropy effect of $-6.87$ kJ/mol.

\subsection{A torsion is not a harmonic mode}

Suppose that the mode at 20 cm$^{-1}$ is a rotation of the phosphine about its bond to silver. Let the ligand have three equivalent arms, and let the potential be
\begin{equation}
V(\phi)=\frac{V_0}{2}\,(1-\cos3\phi).
\end{equation}
The three wells differ by an exchange of identical arms and are counted once. For a reduced moment of inertia $I=200$ amu\,\AA$^2$, the rotational constant is $B=h/(8\pi^2cI)=0.0843$ cm$^{-1}$.

Near a minimum $V\approx\tfrac94V_0\phi^2$, while the kinetic energy is $B\,m^2$, with $m$ the angular momentum in units of $\hbar$. A Hamiltonian $a\,m^2+b\,\phi^2$ has the level spacing $2\sqrt{ab}$. Here this gives
\begin{equation}
w=3\sqrt{BV_0},\qquad V_0=\frac{(w/3)^2}{B}=527\ \mathrm{cm^{-1}} .
\end{equation}
The barrier is about two and a half times $k_BT$ at 298.15 K, so large excursions from the minimum are thermally accessible.

Diagonalizing the rotor Hamiltonian gives an entropy of 29.66 J/mol/K at 298.15 K, which is 1.90 J/mol/K above the harmonic value. The sign and rough size can be understood classically. With $\theta=3\phi$, the first anharmonic term of the potential is $-V_0\theta^4/48$. In the harmonic well $\langle\theta^2\rangle=2k_BT/V_0$, with $V_0$ now taken as an energy, and the Gaussian average is $\langle\theta^4\rangle=3\langle\theta^2\rangle^2=12(k_BT/V_0)^2$. To first order the logarithm of the partition function rises by
\begin{equation}
\frac{V_0\langle\theta^4\rangle}{48\,k_BT}=\frac{k_BT}{4V_0}.
\end{equation}
Since $S=R\,d(T\ln q)/dT$ for a partition function $q$, the entropy rises by $R\,k_BT/(2V_0)=1.6$ J/mol/K. This is only a rough guide, because $k_BT/V_0\approx0.39$ is not small: the second-order and third-order terms each add about 1 J/mol/K, so the expansion does not settle, and the closeness of 1.6 to 1.90 is partly accidental. The positive sign holds only while the barrier is well above $k_BT$; for a low barrier the bounded range of the angle takes over and the rotor entropy falls below the harmonic value. The full classical integral over the angle, without expansion, agrees with the diagonalization to within 0.02 J/mol/K.

The rotor entropy is 15.21 J/mol/K above the cap. For this torsion the cap is thus a much poorer value than the harmonic formula it replaces. This depends on the moment of inertia. At the same 20 cm$^{-1}$, $I=50$ amu\,\AA$^2$ gives a rotor entropy of 26.27 J/mol/K, and a light, methyl-like rotor with $I=3$ amu\,\AA$^2$ gives 14.78 J/mol/K; for the light rotor the cap is nearly right and the harmonic value is 13 J/mol/K too high. With the reaction energy still held fixed, using the rotor entropy for this one mode and the cap for the other six raises the reaction free energy by 4.53 kJ/mol relative to the fully capped result. The change from the all-harmonic result is then $-2.34$ kJ/mol instead of $-6.87$ kJ/mol, and the factor on the equilibrium constant drops from 16 to about 2.6.

\subsection{The model beside a real precursor}

Silver beta-diketonates with a phosphine ligand are used as precursors for depositing silver from the vapour. The wavenumbers and the moment of inertia above are round parameters in the rough range expected for such floppy molecules, not data for a particular compound, and 400 K is a rough temperature of use. The calculation describes dissociation in an ideal gas; in a reactor the ligand may also leave at a surface, where these numbers do not apply. The threefold torsional potential is an assumption too. It requires that the rest of the complex have no twofold symmetry about the silver--phosphorus axis, for example because the two ends of the diketonate differ or because the chelate ring is folded or tilted. If the chelate ring is planar and symmetric about the silver--phosphorus axis, the potential is sixfold; the same wavenumber and moment of inertia then give a barrier of only 132 cm$^{-1}$, and the rotor entropy found above does not apply. Counted for one of the six wells, it is then 26.27 J/mol/K, which is 1.49 J/mol/K below the harmonic value, so the anharmonic correction changes sign, but it is still 11.82 J/mol/K above the cap. The soft modes of a real molecule also need not be independent and harmonic. For the single torsion treated here, anharmonicity alone raises the entropy by 1.90 J/mol/K. At 298.15 K this contributes 0.57 kJ/mol through $TS$, but the energy of the mode also rises, by 0.23 kJ/mol, so its free energy falls by only 0.34 kJ/mol. Replacing the cap by the rotor entropy moves the capped result by 4.53 kJ/mol, about two thirds of the whole effect of the cap; most of this comes from removing the cap from that mode. The other soft modes may be anharmonic or coupled as well, and their corrections have not been evaluated. Where a reaction free energy is needed to within a few kJ/mol, torsions that can be identified should therefore be treated as hindered rotors, and the result should be recomputed with another cutoff to expose its dependence on the convention. Most of the values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
gas constant R: 8.3145 J/mol/K
k_B T/(hc) at 298.15 K: 207.22 cm^-1
x at 100 cm^-1, 298.15 K: 0.48257
e^x: 1.62023
first term x/(e^x-1): 0.77805
second term -ln(1-e^-x): 0.96023
sum of terms S/R: 1.73828
series 1-ln x+x^2/24: 1.73834
cap S(100 cm^-1), 298.15 K: 14.453 J/mol/K
R ln 2: 5.763 J/mol/K
S at 1 cm^-1, no reset: 52.66 J/mol/K
S at 10 cm^-1, no reset: 33.52 J/mol/K
complex, S at 20 cm^-1: 27.76 J/mol/K
complex, S at 35 cm^-1: 23.11 J/mol/K
complex, S at 50 cm^-1: 20.16 J/mol/K
complex, S at 70 cm^-1: 17.38 J/mol/K
complex, S at 90 cm^-1: 15.31 J/mol/K
fragments, S at 45 cm^-1: 21.03 J/mol/K
fragments, S at 80 cm^-1: 16.28 J/mol/K
entropy removed from complex: 31.45 J/mol/K
entropy removed from fragments: 8.40 J/mol/K
simple factor from ratios 100/w: 16.33
298.15 K, reaction entropy change: +23.05 J/mol/K
298.15 K, reaction free energy change: -6.87 kJ/mol
298.15 K, factor on equilibrium constant: 15.99
298.15 K, energy change if reset too: -0.102 kJ/mol
400.00 K, reaction entropy change: +23.13 J/mol/K
400.00 K, reaction free energy change: -9.25 kJ/mol
400.00 K, factor on equilibrium constant: 16.14
400.00 K, energy change if reset too: -0.076 kJ/mol
cap for 100 cm^-1 at 400 K: 16.86 J/mol/K
cap for cutoff 50 cm^-1, 298.15 K: 20.16 J/mol/K
cap for cutoff 150 cm^-1, 298.15 K: 11.18 J/mol/K
rotor moment of inertia: 200 amu angstrom^2
rotor constant: 0.0843 cm^-1
rotor barrier: 527 cm^-1
rotor barrier: 6.31 kJ/mol
hindered-rotor entropy, 298.15 K: 29.66 J/mol/K
rotor minus harmonic entropy: +1.90 J/mol/K
rotor minus cap: +15.21 J/mol/K
free energy change, rotor for cap: +4.53 kJ/mol
net change with rotor, 298.15 K: -2.34 kJ/mol
\end{verbatim}
